# Octahedral splitting of aqueous Ni(II) from hydration enthalpies

## Question

When a gaseous ion $M^{2+}$ is hydrated, heat is released. Let $H(n)$ be the magnitude of this hydration enthalpy, a positive number, for the ion with $n$ d electrons. The ions used are Ca ($n=0$), Mn ($n=5$), Ni ($n=8$) and Zn ($n=10$). Rough typical values, relative to Ca, are

- $H(5)-H(0)=260$ kJ/mol,
- $H(8)-H(0)=530$ kJ/mol,
- $H(10)-H(0)=470$ kJ/mol.

Each difference is rounded to the nearest 10 kJ/mol; different tabulations of hydration enthalpies can disagree by more than this rounding. Take all four aqua ions to be octahedral and six-coordinate, and all d shells to be high-spin. The splitting $D$ is the energy of an $e_g$ orbital minus that of a $t_{2g}$ orbital. Ignore spin-orbit coupling until part (e).

**(a)** The octahedral field leaves the mean energy of the five d orbitals unchanged. Find the field energy of each ion in units of $D$.

**(b)** Electrons also repel each other. Show that for Ni(II) repulsion does not alter the stabilisation found in (a), and find the energy of the lowest spin-allowed absorption. The free $d^8$ ion has two triplet terms, $^3F$ (the lowest) and $^3P$. Does the same argument hold for high-spin $d^7$?

**(c)** Suppose that, without the ligand-field stabilisation, $H(n)$ would be a quadratic function of $n$. Derive a formula for $D$ in terms of the four enthalpies. Why are differences from Ca sufficient?

**(d)** Evaluate $D$, its rounding error and its dependence on the baseline. Compare it with the first absorption band of the aqua ion, observed at roughly 1200 nm.

**(e)** Estimate how the excess enthalpy of Ni is changed by (i) spin-orbit coupling, with $\zeta=600$ cm$^{-1}$; (ii) a 5% reduction in water of the Racah repulsion parameters $B=1000$ cm$^{-1}$ and $C=4000$ cm$^{-1}$, taken equal for all the ions; (iii) contraction of the Ni–O bonds, with length 210 pm, stiffness 150 N/m per bond and $D\propto r^{-5}$. For (ii), the terms of two d electrons have the energies

$$^3F:\ A-8B,\quad {}^3P:\ A+7B,\quad {}^1G:\ A+4B+2C,$$
$$^1D:\ A-3B+2C,\quad {}^1S:\ A+14B+7C .$$

**(f)** Judge the result.

## Model answers

### (a) Field energies

Measure orbital energies from their mean. There are three $t_{2g}$ and two $e_g$ orbitals, so

$$3\varepsilon_t+2\varepsilon_e=0,\qquad \varepsilon_e-\varepsilon_t=D .$$

Substituting $\varepsilon_e=\varepsilon_t+D$ in the first equation gives $5\varepsilon_t+2D=0$. Hence

$$\varepsilon_t=-\tfrac25D,\qquad \varepsilon_e=+\tfrac35D .$$

Ca(II) has no d electrons and no field energy. High-spin Mn(II) is $t_{2g}^3e_g^2$, with energy $3(-\tfrac25D)+2(\tfrac35D)=0$. Zn(II) is $t_{2g}^6e_g^4$, with energy $6(-\tfrac25D)+4(\tfrac35D)=0$. Ni(II) is $t_{2g}^6e_g^2$:

$$6\left(-\tfrac25D\right)+2\left(\tfrac35D\right)=-\tfrac{12}{5}D+\tfrac65D=-\tfrac65D .$$

Ni(II) is therefore stabilised by $\tfrac65D$, while the other three ions can serve as anchors of a baseline.

### (b) The role of repulsion

Take the triplet states with the largest spin projection: five electrons have spin up and three have spin down. The spin-up shell is full and is unchanged by any spatial rotation. The three spin-down electrons leave two orbitals empty, and these two are the singly occupied orbitals of the ion. A full spin-down shell would also be unchanged, so for the rotations used below the state has the same sign behaviour as this pair of orbitals. There are $5\times4/2=10$ pairs, which account for the seven orbital states of $^3F$ and the three of $^3P$.

Now apply the half-turns about $x$, $y$ and $z$.

- Both $e_g$ orbitals, $z^2$ and $x^2-y^2$, are unchanged by all three.
- Each $t_{2g}$ orbital changes sign under two of them. For example, $xy$ changes sign under the half-turns about $x$ and $y$.
- A pair with one $e_g$ and one $t_{2g}$ orbital behaves like its $t_{2g}$ member. A pair of two $t_{2g}$ orbitals behaves like the third $t_{2g}$ orbital.

Of the ten states, just one is unchanged by all three half-turns: the one whose singly occupied orbitals are the two $e_g$ orbitals. This is the configuration $t_{2g}^6e_g^2$. Repulsion and the octahedral field are both unchanged by these rotations, so neither can mix this state with the other nine.

The three components of $^3P$ behave like the components of an angular momentum vector, and each changes sign under two half-turns. The unmixed state therefore contains no $^3P$ and belongs wholly to $^3F$. Its repulsion energy is that of the free ion's ground term, and its total energy is

$$E=E(^3F)-\tfrac65D .$$

No pairing energy has to be added, since the free ion and the complex both contain three electron pairs and have the same repulsion energy. The state is called $^3A_{2g}$.

For the absorption, consider the states that behave like $xy$ under the half-turns. Their singly occupied pairs are $(xy,z^2)$, $(xy,x^2-y^2)$ and $(xz,yz)$. Under a quarter-turn about $z$, in which $x\to y$ and $y\to-x$,

$$xy\to-xy,\quad z^2\to z^2,\quad x^2-y^2\to-(x^2-y^2),\quad xz\to yz,\quad yz\to-xz .$$

The first pair acquires the factor $(-1)(+1)=-1$. The second acquires $(-1)(-1)=+1$. The third becomes $(yz,-xz)$; exchanging the two members of an antisymmetric pair gives another minus sign, so its factor is $+1$. The $z$ component of $^3P$ also has the factor $+1$. The state $(xy,z^2)$ is thus unmixed and belongs to $^3F$. Its configuration is $t_{2g}^5e_g^3$, with field energy

$$5\left(-\tfrac25D\right)+3\left(\tfrac35D\right)=-\tfrac15D .$$

It lies $-\tfrac15D+\tfrac65D=D$ above the ground state. No other excited triplet lies lower: the excited triplets contain only configurations with a field energy of at least $-\tfrac15D$, and the repulsion energy of a triplet is never below $E(^3F)$. Together with its two partners along the other axes it forms the $^3T_{2g}$ term, and the transition $^3A_{2g}\to{}^3T_{2g}$ measures $D$ directly.

Diagonalising the complete $d^8$ problem with $B=1000$, $C=4000$ and $D=9613$ cm$^{-1}$ confirms both results: the stabilisation is $1.2000\,D$ and the first spin-allowed gap is $1.0000\,D$.

The argument fails for high-spin $d^7$. There the count for $t_{2g}^5e_g^2$ is $5(-\tfrac25D)+2(\tfrac35D)=-\tfrac45D$. The two spin-down electrons now occupy a pair of $t_{2g}$ orbitals, and such a pair has the same symmetry as a combination of pairs with one $e_g$ and one $t_{2g}$ orbital. The pure configuration $t_{2g}^5e_g^2$ is therefore not wholly $^4F$. It contains some $^4P$, and its repulsion energy lies $3B$ above that of the free ion's ground term, which alone would reduce the stabilisation to $0.8D-3B$, or $0.488\,D$ for the values above. Repulsion mixes the two configurations, and this mixing recovers part of the loss. With the same $B$, $C$ and $D$, diagonalisation gives a stabilisation of $0.6717\,D$ instead of $0.8\,D$. Dividing a $d^7$ excess enthalpy by $0.8$ would then give a splitting too small by the factor $0.6717/0.8=0.84$.

### (c) The baseline and the formula for $D$

A quadratic is fixed by its values at $n=0$, 5 and 10. Its value at $n=8$ is a weighted sum of these, where each weight is the quadratic that equals one at its own anchor and zero at the other two:

$$w_0=\frac{(8-5)(8-10)}{(0-5)(0-10)}=\frac{-6}{50}=-0.12,$$
$$w_5=\frac{(8-0)(8-10)}{(5-0)(5-10)}=\frac{-16}{-25}=0.64,$$
$$w_{10}=\frac{(8-0)(8-5)}{(10-0)(10-5)}=\frac{24}{50}=0.48 .$$

By (a), the anchors contain no ligand-field stabilisation, so the baseline at Ni is

$$H_{\rm base}=-0.12\,H(0)+0.64\,H(5)+0.48\,H(10).$$

Stabilising the complex makes hydration more exothermic and raises $H(8)$. The excess is therefore $X=H(8)-H_{\rm base}=\tfrac65D$, and

$$D=\tfrac56\left[H(8)+0.12\,H(0)-0.64\,H(5)-0.48\,H(10)\right].$$

The weights add up to $-0.12+0.64+0.48=1$. If a constant is added to all four enthalpies, $H(8)$ and the baseline rise equally and $D$ is unchanged. One may therefore subtract $H(0)$ from every value. For the same reason $D$ does not depend on the value assigned to the hydration enthalpy of the proton, which shifts all dipositive ions by the same amount.

### (d) Numbers

Relative to Ca, the baseline and excess are

$$H_{\rm base}=0.64(260)+0.48(470)=166.4+225.6=392.0\ \text{kJ/mol},$$
$$X=530-392.0=138.0\ \text{kJ/mol},$$
$$D=\tfrac56(138.0)=115.0\ \text{kJ/mol}.$$

Dividing by Avogadro's number gives the energy per ion, 1.19 eV. Dividing this energy by $hc$ gives 9613 cm$^{-1}$, or about 9600 cm$^{-1}$ at the precision of the data. The predicted band lies at $10^7/9613=1040$ nm.

**Rounding.** Each difference may be wrong by up to 5 kJ/mol. In the worst case the errors add with the magnitudes of their weights:

$$|\delta D|\le\tfrac56(5)(1+0.64+0.48)=8.8\ \text{kJ/mol}.$$

The excess is a small difference of larger numbers, so modest errors in the enthalpies become a noticeable error in $D$, here up to 8% of its value.

**Choice of baseline.** A straight line from Mn to Zn gives $260+\tfrac35(470-260)=386$ kJ/mol at Ni. The excess becomes 144 kJ/mol and $D$ becomes 120.0 kJ/mol, which is 5 kJ/mol above the quadratic result.

The true baseline may also contain a cubic part $cn^3$. The quadratic through its anchor values gives $0.64(125c)+0.48(1000c)=560c$ at $n=8$, whereas the true value is $512c$. The interpolated baseline is too high by $48c$. If the cubic part supplies 5% of the rise from Ca to Zn, then $1000c=0.05(470)=23.5$ kJ/mol, and the error is $48(0.0235)=1.1$ kJ/mol.

**Comparison with the spectrum.** By (b), a band at 1200 nm corresponds to $D=10^7/1200=8333$ cm$^{-1}$. The thermochemical value is larger by the factor $9613/8333=1.15$. This 15% difference exceeds the rounding error, but it depends on the data set. A thermochemical cycle from standard sublimation enthalpies, ionisation energies and aqueous formation enthalpies gives differences of about 270, 520 and 470 kJ/mol for Mn, Ni and Zn. The baseline is then $0.64(270)+0.48(470)=398.4$ kJ/mol, $X=121.6$ kJ/mol and $D=101$ kJ/mol, or about 8470 cm$^{-1}$, within 2% of the spectroscopic value. Shifts of 10 kJ/mol in the Mn and Ni enthalpies are thus enough to remove nearly all of the difference, so it cannot be assigned to the model or its baseline.

### (e) Neglected effects

**(i) Spin-orbit coupling.** The lowest level of the free ion is $^3F_4$. Its state with the largest total projection has a full spin-up shell and spin-down electrons with $m=2,1,0$. To first order its spin-orbit energy is

$$\zeta\sum m_\ell m_s=\zeta\left[\tfrac12(2+1+0-1-2)-\tfrac12(2+1+0)\right]=-\tfrac32\zeta=-900\ \text{cm}^{-1}.$$

In the complex this first-order term vanishes. Each component of orbital angular momentum changes sign under two half-turns, while the orbital part of $^3A_{2g}$ does not, so its expectation value must be zero. The complex is stabilised through mixing with excited states.

Full diagonalisation gives stabilisations of 11.0 kJ/mol for the free ion and 1.0 kJ/mol for the complex. Hydration loses the difference, and $X$ changes by $-9.9$ kJ/mol, the unrounded values having been subtracted. The measured excess then underestimates $\tfrac65D$, and the correction to $D$ is $+8.3$ kJ/mol.

**(ii) Weaker repulsion in water.** First find the repulsion energies $E_n$ of the free ions.

In high-spin $d^5$ every pair of different orbitals occurs once with parallel spins. The sum over these ten pairs equals the sum over the seven orbital states of $^3F$ and the three of $^3P$ for two electrons:

$$E_5=7(A-8B)+3(A+7B)=10A-35B .$$

In $d^{10}$ all 45 pairs of spin orbitals occur. The sum is taken over all two-electron states, with degeneracies 21, 9, 9, 5 and 1 in the order of the given list. The coefficient of $B$ is $-168+63+36-15+14=-70$, and that of $C$ is $18+10+7=35$:

$$E_{10}=45A-70B+35C .$$

For $d^8$, remove two electrons from the full shell. Each interacts with the other nine by $2E_{10}/10=E_{10}/5$, since the shell is spherical and each pair is shared by two electrons. Subtracting this twice removes the interaction between the two departing electrons twice, so it must be added back once. For the $^3F$ ground term it is $A-8B$:

$$E_8=E_{10}-\tfrac25E_{10}+A-8B=28A-50B+21C .$$

If repulsion falls by a fraction $x$ in water, $H(n)$ gains $xE_n$. The change in the excess is

$$\delta X=x(E_8-0.64E_5-0.48E_{10}).$$

The coefficient of $A$ is $28-6.4-21.6=0$. That of $B$ is $-50+22.4+33.6=6$, and that of $C$ is $21-16.8=4.2$. Therefore

$$\delta X=x(6B+4.2C)=0.05(6000+16\,800)=1140\ \text{cm}^{-1},$$

or $+13.6$ kJ/mol. The sign comes from the Mn anchor. Relative to the mean energy of its configuration, Mn loses 30.2 kJ/mol of stability and Ni loses 5.7 kJ/mol. The baseline at Ni falls by $0.64(30.2)=19.3$ kJ/mol, more than Ni itself. The correction to $D$ is $-\tfrac56(13.6)$, which is $-11.4$ kJ/mol from the unrounded value.

**(iii) Bond contraction.** Let $r_0$ be the bond length without ligand-field stabilisation and $r_e$ the actual length, at which the splitting is $D$. If all six bonds change together, their total stiffness is $K=6(150)=900$ N/m, and

$$E(r)=\tfrac12K(r-r_0)^2-\tfrac65D\left(\frac{r_e}{r}\right)^5 .$$

The derivative must vanish at $r=r_e$:

$$K(r_e-r_0)+\frac{6D}{r_e}=0\quad\Rightarrow\quad r_0-r_e=\frac{6D}{Kr_e}.$$

With $D$ expressed per ion, the contraction is 6.1 pm. The strain energy is

$$\tfrac12K(r_0-r_e)^2=\tfrac12(r_0-r_e)\frac{6D}{r_e}=\frac{3D(r_0-r_e)}{r_e}=\frac{3(115)(6.1)}{210}=10.0\ \text{kJ/mol}.$$

Part of the stabilisation is spent on compressing the bonds, so $X=\tfrac65D-10.0$ kJ/mol. With the strain held at its value for $D=115$ kJ/mol, the correction to $D$ is $+8.3$ kJ/mol. Letting the strain grow with the corrected $D$ would raise this to about $+9.8$ kJ/mol; the first estimate is used below.

Thermal population of the electronic levels at 298.15 K changes $X$ by 0.032 kJ/mol, which is negligible here.

### (f) Judgement

The three corrections to $D$ are $+8.3$, $-11.4$ and $+8.3$ kJ/mol. Each is 7 to 10% of $D$, comparable with the rounding error. Their sum, $+5.2$ kJ/mol, would move the result away from the spectroscopic value, so these estimates do not explain the 15% difference. Nor is the sign of the sum secure. If repulsion fell by 10% instead of 5%, with everything else fixed, the second correction would double to about $-23$ kJ/mol and the sum would be about $-6$ kJ/mol. The corrections show the reach of the method and should not be used to refine its result.

For the real aqua ions, one assumption open to doubt is that Ca(II) has the same six-coordinate shell as the others, since it may hold more than six water molecules. The formula gives $H(0)$ a weight of $\tfrac56(0.12)=0.10$ in $D$. An error of 20 kJ/mol in the Ca anchor, with the other absolute enthalpies fixed, would shift $D$ by 2 kJ/mol. An equal error in the Mn anchor would shift it by $\tfrac56(0.64)(20)=10.7$ kJ/mol. The values of $B$, $C$, $\zeta$, bond length and stiffness are rough typical figures, and the 5% reduction is an assumption.

With the data given, $D\approx115$ kJ/mol, or 1.2 eV, about 15% above the spectroscopic value. With the enthalpy differences from the thermochemical cycle in (d), $D\approx101$ kJ/mol, close to it. A reasonable statement is that hydration enthalpies place $D$ at roughly 100 to 115 kJ/mol, depending on the tabulation, with model corrections of up to about 10% each, while the absorption band gives the more direct measurement.

## Numbers as computed

```
INPUTS (rough typical values)
H(Mn) - H(Ca): 260 kJ/mol
H(Ni) - H(Ca): 530 kJ/mol
H(Zn) - H(Ca): 470 kJ/mol
Observed first band: 1200 nm
Racah B: 1000 cm^-1
Racah C: 4000 cm^-1
Spin-orbit zeta: 600 cm^-1
Assumed reduction of B and C in water: 5 %
Ni-O bond length: 210 pm
Stiffness per bond: 150 N/m
Temperature: 298.15 K
EXTRACTION
Baseline weights Ca, Mn, Zn: -0.12, 0.64, 0.48
Baseline at Ni, relative to Ca: 392.0 kJ/mol
Excess of Ni: 138.0 kJ/mol
Splitting D: 115.0 kJ/mol
Splitting D: 1.19 eV
Splitting D: 9613 cm^-1
Predicted first band: 1040 nm
Splitting from observed band: 8333 cm^-1
Extracted / observed splitting: 1.15
DIAGONALISATION
d8 stabilisation / D: 1.2000
d7 stabilisation / D: 0.6717
d5 stabilisation / D: 0.0000
d8 first spin-allowed gap / D: 1.0000
DATA AND BASELINE SENSITIVITY
Largest rounding error in D, plus or minus: 8.8 kJ/mol
D with straight Mn-Zn baseline: 120.0 kJ/mol
Change of D per unit change of H(Ca): 0.10
Baseline error, cubic part 5% of Ca-Zn rise: 1.1 kJ/mol
NEGLECTED EFFECTS
Spin-orbit stabilisation, free ion: 11.0 kJ/mol
Spin-orbit stabilisation, complex: 1.0 kJ/mol
Spin-orbit change of excess: -9.9 kJ/mol
Repulsion loss of stability, Mn: 30.2 kJ/mol
Repulsion loss of stability, Ni: 5.7 kJ/mol
Repulsion change of excess: 13.6 kJ/mol
Bond contraction: 6.1 pm
Strain change of excess: -10.0 kJ/mol
Thermal electronic change of excess: 0.032 kJ/mol
Correction to D, spin-orbit: 8.3 kJ/mol
Correction to D, repulsion: -11.4 kJ/mol
Correction to D, strain: 8.3 kJ/mol
```
